Weak localization in two dimensions from summed return probabilities, part 1

(Sections cited here and not found follow in the second part.)

## From random scattering to doubled backscattering

An electron in a thin conducting layer at about one kelvin may strike static impurities dozens of times before anything disturbs the phase of its wave. The Drude picture treats those collisions as independent: each one randomizes the direction of motion, and the conductivity follows from the time between them. A wave, however, can run through the same impurities in the opposite order. If it comes back to where it started, the two orders produce waves that have travelled the same distance and met the same scatterers, so they add in amplitude. The question is how much this interference changes the conductivity, and the answer turns out to depend on how often a diffusing particle returns to its origin.

The model has noninteracting electrons of charge −e and mass m in a plane of area A, with a parabolic band, a single valley and two spin states. There is no magnetic field, and nothing acts on the spin. The impurities are static and of short range. Their potential V has zero mean and the correlation

⟨V(r)V(r′)⟩ = U δ(r−r′).

The energy measured from the Fermi energy is ξ = ħ²k²/(2m) − E_F. The density of states per spin and unit area is

ν = m/(2πħ²),

because d²k/(2π)² = k dk dθ/(4π²) and k dk = m dξ/ħ². An integral over wave vectors near the Fermi circle therefore becomes ν∫dξ together with an average over the angle θ. Conductivity means sheet conductivity throughout.

The first task is an expression for the conductivity that holds for waves in a given potential. Apply a uniform field E₀ cos ωt along x. With E = −∂A_x/∂t, the vector potential is A_x = −(E₀/ω) sin ωt. The kinetic energy (p+eA)²/(2m) then contains the perturbation e v_x A_x, where v_x is the velocity operator. The term in A_x² is uniform in space and causes no transitions. The part of the perturbation that absorbs a quantum ħω has a matrix element of size eE₀|v_fi|/(2ω), so the golden rule gives the transition rate

w_fi = (2π/ħ) [e²E₀²/(4ω²)] |v_fi|² δ(ε_f−ε_i−ħω).

Each transition absorbs ħω, and the net number of transitions carries the occupation difference f_i − f_f. The absorbed power must equal σE₀²A/2. With a factor 2 for spin,

σ = [2/(AE₀²)] · 2 Σ ħω w_fi (f_i−f_f)
  = [2πe²/(Aω)] Σ |v_fi|² (f_i−f_f) δ(ε_f−ε_i−ħω).

At low temperature f_i − f_f equals one for initial energies in a window of width ħω below the Fermi energy, and zero elsewhere. As ω → 0 the sum over that window becomes ħω δ(E_F−ε_i), and

σ = (2πe²ħ/A) Σ |v_fi|² δ(E_F−ε_i) δ(E_F−ε_f).

The area is taken to infinity before the frequency goes to zero, so that the levels form a continuum.

The delta functions can be written with the retarded and advanced Green functions, G^R = 1/(E_F−H+i0) and G^A = 1/(E_F−H−i0). Since G^R − G^A = −2πi δ(E_F−H),

δ(E_F−H) = (i/2π)(G^R−G^A).

The product of two such factors has the prefactor (i/2π)² = −1/(4π²). The two mixed terms carry another minus sign and are equal under the trace, so together they contribute 1/(2π²) times Tr(v_x G^R v_x G^A). Hence

σ = (e²ħ/(πA)) ⟨Tr v_x G^R v_x G^A⟩,

where the trace runs over orbital states and spin is already counted. The terms with two retarded or two advanced functions are dropped, for a reason that appears once the averaged Green function is known.

To average the Green function, expand it in V. The first-order term vanishes. The second-order term inserts between two free functions the self-energy

Σ = U ∫ d²k/(2π)² G^R(k) = Uν ∫ dξ/(−ξ+i0).

Its real part shifts the origin of energy and is absorbed there. Its imaginary part is −πνU. Repeating the insertion gives a geometric series, and the averaged function is

G^R(k) = 1/(−ξ+ia), a = ħ/(2τ), ħ/τ = 2πνU.

The last relation is also the golden-rule rate 1/τ = (2π/ħ)Uν, so τ is the mean time between collisions. Because the scattering is isotropic, τ is also the time that relaxes the momentum. Impurity insertions that cross inside the self-energy are smaller by a factor of order 1/(k_Fℓ), where ℓ = v_Fτ is the mean free path and v_F the Fermi velocity. The derivation requires k_Fℓ ≫ 1.

Now the dropped terms can be judged. With two retarded functions the energy integral is

∫ dξ/(−ξ+ia)² = [1/(−ξ+ia)] between −∞ and ∞ = 0.

Both poles lie on the same side of the real axis, so repeated scattering does not build up. The zero holds when the velocity is fixed at v_F and the band is treated as unbounded. What is left over is a constant of order e²/ħ, smaller than the leading conductivity by 1/(k_Fℓ) and unrelated to the interference treated below. In the mixed terms the poles lie on opposite sides, and the integral is large.

The simplest mixed term uses the averaged functions alone. With ⟨v_x²⟩ = v_F²/2 and ∫dξ/(ξ²+a²) = π/a = 2πτ/ħ,

σ₀ = (e²ħ/π) ν (v_F²/2)(2πτ/ħ) = e²νv_F²τ.

Define D = v_F²τ/2. Then σ₀ = 2e²νD. Inserting ν, v_F = ħk_F/m and the density n = k_F²/(2π) for two spin states gives

σ₀ = e²k_F²τ/(2πm) = ne²τ/m.

This is the Drude result. Impurity lines that link the two Green functions in the same order do not change it, because they separate the two velocities, and each velocity is then averaged over all directions to zero. A quadrature of the bubble at k_Fℓ = 100, over energies within E_F of the Fermi level, gives 0.9936 of ne²τ/m. The missing fraction, 2/(πk_Fℓ), corresponds to e²/(π²ħ) and is what the dropped terms contribute over the same range of energies.

Those same linked terms matter for the probability of going from one place to another. When a retarded and an advanced amplitude visit the same impurities in the same order, their phases cancel and the contribution survives the average. Each shared impurity contributes U. Between two of them, a difference Q of wave vector between the amplitudes gives the weight

Π(Q) = U ∫ d²k/(2π)² G^R(k) G^A(k−Q).

For Q ≪ k_F the second energy is ξ−b, with b = ħv_FQ cos θ. The energy integral is

∫ dξ / [(ξ−ia)(ξ−b+ia)] = 2πi/(2ia−b) = 2π/(2a+ib),

found by closing the contour around the pole at ξ = ia. The ratio b/(2a) equals Qℓ cos θ, and Uνπ/a = 2πνUτ/ħ = 1. Therefore

Π(Q) = ⟨1/(1+iQℓ cos θ)⟩ = ⟨1/(1+Q²ℓ² cos²θ)⟩,

since the imaginary part is odd in cos θ. The substitution u = tan θ turns the angular average into (1/π)∫du/(1+u²+Q²ℓ²), so

Π(Q) = 1/√(1+Q²ℓ²).

The result has a classical meaning. A particle flying at speed v_F for a time t distributed as e^(−t/τ)/τ is displaced by v_Ft, and the average of exp(−iQ·v_Ft) over times and directions is the same expression. Quantum mechanics has so far reproduced a random walk.

For Qℓ ≪ 1, with ℓ² = v_F²τ² = 2Dτ,

Π(Q) ≈ 1 − Q²ℓ²/2 = 1 − DQ²τ.

After a time t ≫ τ there have been about t/τ flights, and the product of their weights is e^(−DQ²t). This is the Fourier transform of the solution of the diffusion equation that starts as a point, and it identifies D as the diffusion constant. The density at the starting point is

C(t) = ∫ d²Q/(2π)² e^(−DQ²t) = (1/2π) ∫ Q dQ e^(−DQ²t) = 1/(4πDt).

C(t) is a probability per unit area. Its decay as 1/t belongs to two dimensions: the particle has spread over an area proportional to t. The integral of 1/t grows without limit at both ends, though only logarithmically, and this is the source of the logarithm in the final answer.

The diffusive form can be checked by following the classical motion directly. Simulated random flights of 200,000 particles, with exponentially distributed flight times and isotropic directions, were counted in a small disc around the origin of squared radius 0.4Dt. Compared with the Gaussian whose central density is 1/(4πDt), the count was 1.012 times the expected one at t = 5τ and 0.997 times at t = 20τ. At both times the diffusive density is accurate to about one per cent.

The contribution that the random walk misses comes from reversed order. Consider scattering from wave vector k to k′ through impurities at r₁, r₂, …, r_n. The amplitude is a product of impurity strengths and of propagators between neighbouring impurities, multiplied by the phase factor

exp(ik·r₁ − ik′·r_n).

Without a magnetic field or spin-dependent forces the Hamiltonian is real in position space. It follows that G(r,r′) = G(r′,r), and the reversed order has the same product of strengths and propagators. Only the external phase changes, to exp(ik·r_n − ik′·r₁). The product of one amplitude with the complex conjugate of the other is therefore the classical weight of the path, multiplied by

exp[i(k+k′)·(r₁−r_n)].

For k′ = −k this factor is one for every path, wherever its ends lie. Summed over the positions of the ends, it is the Fourier transform of the classical weight at wave vector

Q = k + k′.

For paths of duration t ≫ τ, the probability of scattering from k to k′ is thus the classical one multiplied by 1 + e^(−DQ²t). It is doubled at Q = 0, and the enhancement is confined to |Q| of order 1/√(Dt). Paths with a single impurity are their own reverse and give no extra term.

This doubling can be examined without any diagram. Plane waves were evolved by the full Schrödinger equation on periodic square lattices of 16 by 16 sites, with site energies spread uniformly over a width of three times the hopping energy. The probability of finding −k was divided by that of finding the other wave vectors equivalent to k by the symmetry of the square. Averaged over 100 lattices and over times between 10 and 26 in units of ħ divided by the hopping energy, the ratio was 1.971, with a sampling noise of about 0.04. When each bond was given a random phase of up to one radian in either direction, which acts as a random magnetic flux, the ratio fell to 0.991, with a noise of about 0.015. Part of such phases carries no flux and could be removed by a change of gauge. That part alone lowers the ratio only to about 1.7, while the flux-carrying part alone brings it to one within the noise. A path and its reverse then acquire opposite phases, and their interference averages out. The disorder is still present in the second case, so the doubling comes from reversal symmetry and not from disorder alone.

## The logarithm and its size in a quantum well

The quantities carried over are these. Electrons with density of states ν per spin scatter isotropically with mean time τ and mean free path ℓ = v_Fτ, and the disorder strength is U = ħ/(2πντ). The averaged Green function satisfies |G(k)|² = 1/(ξ²+a²), with a = ħ/(2τ). The diffusion constant is D = v_F²τ/2, the Drude conductivity is σ₀ = 2e²νD, and the classical return density is C(t) = 1/(4πDt). Reversed paths interfere with a weight that depends on Q = k+k′. The conductivity is (e²ħ/(πA))⟨Tr v_x G^R v_x G^A⟩, with spin included.

Interference does not last for ever. Collisions with other electrons or with lattice vibrations change the phases of the two reversed waves differently. This is described by a factor e^(−t/τ_φ) on the interference term of a path of duration t, which defines the phase-coherence time τ_φ. The classical probability is not reduced. In the interference term, one flight between impurities then has the weight

Π(Q) = 1/√((1+τ/τ_φ)²+Q²ℓ²) ≈ 1 − τ(DQ²+1/τ_φ),

because the average over flight times now contains e^(−t/τ−t/τ_φ). The approximation holds for Qℓ ≪ 1 and τ ≪ τ_φ. A path with n impurities has n−1 internal flights and contributes UΠ^(n−1). The sum over n ≥ 2 is

Γ(Q) = UΠ/(1−Π) ≈ (U/τ)/(DQ²+1/τ_φ).

Writing the last fraction as a time integral and summing over Q brings back the return density:

∫ d²Q/(2π)² Γ(Q) = (U/τ) ∫ dt e^(−t/τ_φ) ∫ d²Q/(2π)² e^(−DQ²t)
  = (U/τ) ∫ dt C(t) e^(−t/τ_φ).

The sum over all Q forces the first and last impurities to coincide, to within the resolution of the diffusive description. This is why the correction counts returns.

In the conductivity, the reversed pair of paths connects a current at k to a current at k′ = Q−k. On each side stand one retarded and one advanced function, so

δσ = (e²ħ/π) ∫ d²Q/(2π)² Γ(Q) ∫ d²k/(2π)² v_x(k) v_x(Q−k) |G(k)|² |G(Q−k)|².

The weight Γ is largest at small Q. There v_x(Q−k) ≈ −v_x(k), and both squared functions have the same energy argument. The inner integral becomes

−ν (v_F²/2) ∫ dξ/(ξ²+a²)².

To evaluate it, differentiate ∫dξ/(ξ²+a²) = π/a with respect to a. The left side gives −2a∫dξ/(ξ²+a²)² and the right side −π/a², so the required integral is π/(2a³) = 4πτ³/ħ³. With v_F²/2 = D/τ, the inner integral equals

−4πνDτ²/ħ³.

Reversed paths double the backscattering, and their contribution to the conductivity has been reduced to a current factor and a time integral over the classical return density. It remains to combine these into the logarithmic correction, test it numerically, and estimate its size and limits in a GaAs quantum well.
